# Local spin in closed shells: projector and cumulant definitions: a program that tests the result

```python
"""Local spin of closed shells.
Result under test: for a closed-shell determinant and orthogonal atomic
projectors P_A, the operator S_A = sum_i P_A(i) s(i) has
    <S_A.S_B> = -(3/8) B_AB  (A != B),  <S_A^2> = (3/8) sum_{B != A} B_AB,
while cumulant-based local spins vanish.
Symbols: D spin-summed density matrix in Loewdin orbitals, B_AB the sum of
D_pq^2 over p on A and q on B, Q alpha-minus-beta density matrix, u = 2D - D^2,
Gamma spin-summed two-electron density matrix, Lambda its cumulant (singlets),
a the free parameter of the cumulant definitions.
Spin products are in units of hbar^2.
Reference values come from spin operators acting on explicit Fock-space vectors.
"""
from itertools import combinations
import numpy as np
from scipy.sparse import csr_matrix
from pyscf import gto, scf, fci

SPIN = [np.array([[0, 1], [1, 0]]) / 2,
        np.array([[0, -1j], [1j, 0]]) / 2,
        np.array([[1, 0], [0, -1]]) / 2]
A_VALUES = (3 / 8, 1 / 2, 3 / 4)


def annihilators(n_modes):
    """Fermion annihilation matrices; bit m of the index is mode m."""
    dim = 2 ** n_modes
    index = np.arange(dim)
    result = []
    for m in range(n_modes):
        filled = index[(index >> m) & 1 == 1]
        below = np.zeros(len(filled), dtype=int)
        for k in range(m):
            below += (filled >> k) & 1
        sign = 1.0 - 2.0 * (below % 2)
        result.append(csr_matrix((sign, (filled ^ (1 << m), filled)),
                                 shape=(dim, dim)))
    return result


def one_body(lower, matrix, psi):
    """Apply sum_mn matrix[m,n] c_m^dagger c_n to psi."""
    mixed = matrix @ np.array([c @ psi for c in lower])
    return sum(c.T @ v for c, v in zip(lower, mixed))


def spin_product(lower, w_a, w_b, psi):
    """<S_A.S_B> from the operator definition, all three components."""
    total = 0
    for s in SPIN:
        right = one_body(lower, np.kron(s, w_b), psi)
        total += np.vdot(psi, one_body(lower, np.kron(s, w_a), right))
    return total.real


def spin_matrix(lower, weights, psi):
    return np.array([[spin_product(lower, np.diag(x), np.diag(y), psi)
                      for y in weights] for x in weights])


def charge_covariance(lower, weights, psi):
    vectors = [one_body(lower, np.kron(np.eye(2), np.diag(w)), psi)
               for w in weights]
    mean = np.array([psi @ v for v in vectors])
    return np.array([[x @ y for y in vectors] for x in vectors]) \
        - np.outer(mean, mean)


def determinant_state(lower, alpha, beta):
    """Fill the given alpha and beta orbitals (columns) one by one."""
    n = len(lower) // 2
    psi = np.zeros(2 ** (2 * n))
    psi[0] = 1.0
    for shift, orbitals in ((0, alpha), (n, beta)):
        for column in orbitals.T:
            psi = sum(column[p] * (lower[shift + p].T @ psi) for p in range(n))
    return psi


def bits(occupied):
    return sum(1 << i for i in occupied)


def ci_state(ci, v, n_pairs):
    """Rewrite a CI vector over molecular orbitals in the local Fock basis."""
    n = len(v)
    occ = sorted(combinations(range(n), n_pairs), key=bits)
    minors = np.array([[np.linalg.det(v[np.ix_(i, j)]) for j in occ]
                       for i in occ])
    local = minors @ ci @ minors.T
    psi = np.zeros(2 ** (2 * n))
    for i, oi in enumerate(occ):
        for j, oj in enumerate(occ):
            psi[bits(oi) + (bits(oj) << n)] = local[i, j]
    return psi


def density_matrices(lower, psi):
    """D and Gamma[p,q,r,s] = <E_pr E_qs> - delta_qr <E_ps> for real psi."""
    n = len(lower) // 2
    low = [c @ psi for c in lower]
    e = np.array([lower[p].T @ low[q] + lower[n + p].T @ low[n + q]
                  for p in range(n) for q in range(n)])
    d = (e @ psi).reshape(n, n)
    gram = (e @ e.T).reshape(n, n, n, n)
    gamma = np.einsum('rpqs->pqrs', gram) \
        - np.einsum('qr,ps->pqrs', np.eye(n), d)
    return d, gamma


def cumulant_spin(d, gamma, mask, a):
    """Cumulant-based local spin matrix of a singlet."""
    lam = gamma - np.einsum('pr,qs->pqrs', d, d) \
        + 0.5 * np.einsum('ps,qr->pqrs', d, d)
    u = 2 * d - d @ d
    assert np.allclose(np.einsum('pqrq->pr', lam), -u / 2, atol=1e-6)
    pair = (2 * a - 1) * np.einsum('pqpq->pq', lam) \
        - 0.5 * np.einsum('pqqp->pq', lam) + a * np.diag(np.diag(u))
    return mask @ pair @ mask.T


def prepare(atom, basis='sto-3g'):
    """RHF, overlap root, orbitals in Loewdin basis, atom-by-orbital mask."""
    mol = gto.M(atom=atom, basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged
    val, vec = np.linalg.eigh(mol.intor('int1e_ovlp'))
    root = vec @ np.diag(np.sqrt(val)) @ vec.T
    mask = np.zeros((mol.natm, mol.nao))
    for k, (start, stop) in enumerate(mol.aoslice_by_atom()[:, 2:4]):
        mask[k, start:stop] = 1
    return mol, mf, root, root @ mf.mo_coeff, mask


def full_ci(mf):
    solver = fci.FCI(mf)
    solver.conv_tol = 1e-13
    energy, ci = solver.kernel()
    return energy, np.asarray(ci)


def show(label, value, unit='hbar^2', digits=5):
    print(f"{label}: {round(float(value), digits) + 0.0:.{digits}f} {unit}")


# ---------------- water ----------------
r_oh, angle = 0.96, 104.5
half = np.radians(angle / 2)
x, z = r_oh * np.sin(half), r_oh * np.cos(half)
mol, mf, root, v, mask = prepare(f"O 0 0 0; H {x} 0 {z}; H {-x} 0 {z}")
n, n_pairs = mol.nao, mol.nelectron // 2
lower = annihilators(2 * n)
occupied = v[:, :n_pairs]
psi = determinant_state(lower, occupied, occupied)
d_rhf = 2 * occupied @ occupied.T
bond = mask @ d_rhf ** 2 @ mask.T
off = bond - np.diag(np.diag(bond))
spin_rhf = spin_matrix(lower, mask, psi)
predicted = -3 / 8 * off + np.diag(3 / 8 * off.sum(axis=1))
assert np.allclose(spin_rhf, predicted, atol=1e-9)
assert abs(spin_rhf.sum()) < 1e-9
cov_rhf = charge_covariance(lower, mask, psi)
assert np.allclose(spin_rhf, 0.75 * cov_rhf, atol=1e-9)
d_op, gamma_op = density_matrices(lower, psi)
assert np.allclose(d_op, d_rhf, atol=1e-9)
cum_rhf = [cumulant_spin(d_op, gamma_op, mask, a) for a in A_VALUES]
assert max(abs(c).max() for c in cum_rhf) < 1e-9

# overlapping weights and non-Hermitian Mulliken projectors
fuzzy = 0.7 * mask + 0.1
fuzzy_op = spin_product(lower, np.diag(fuzzy[0]), np.diag(fuzzy[1]), psi)
fuzzy_one = 0.75 * np.sum(fuzzy[0] * fuzzy[1] * np.diag(d_rhf))
fuzzy_bond = fuzzy[0] @ d_rhf ** 2 @ fuzzy[1]
assert abs(fuzzy_op - fuzzy_one + 3 / 8 * fuzzy_bond) < 1e-9
inverse_root = np.linalg.inv(root)
mulliken = [root @ np.diag(m) @ inverse_root for m in mask]
ps = mf.make_rdm1() @ mol.intor('int1e_ovlp')
mayer = mask[0] @ (ps * ps.T) @ mask[1]
mulliken_op = spin_product(lower, mulliken[0], mulliken[1], psi)
assert abs(mulliken_op + 3 / 8 * mayer) < 1e-8

print(f"water, STO-3G, r(OH) = {r_oh} angstrom, angle = {angle} degrees")
show("RHF bond order O-H", bond[0, 1], '(dimensionless)')
show("RHF bond order H-H", bond[1, 2], '(dimensionless)')
show("RHF projector <S_O.S_H>", spin_rhf[0, 1])
show("RHF projector <S_H.S_H'>", spin_rhf[1, 2])
show("RHF projector <S_O^2>", spin_rhf[0, 0])
show("RHF projector <S_H^2>", spin_rhf[1, 1])
show("RHF sum over all atom pairs", spin_rhf.sum())
show("RHF charge covariance O,H", cov_rhf[0, 1], 'electrons^2')
print(f"RHF largest cumulant local spin, all a: below 1e-9 hbar^2 is "
      f"{max(abs(c).max() for c in cum_rhf) < 1e-9}")
show("Mayer bond order O-H", mayer, '(dimensionless)')
show("Mulliken-projector <S_O.S_H>", mulliken_op)
show("overlapping weights (0.8 own, 0.1 others) <S_O.S_H>", fuzzy_op)
show("  of which one-electron term", fuzzy_one)

# correlated singlet: exact reallocation between the two definitions
energy, ci = full_ci(mf)
psi_ci = ci_state(ci, v, n_pairs)
d, gamma = density_matrices(lower, psi_ci)
orth = inverse_root
h_local = orth @ mf.get_hcore() @ orth
eri = mol.intor('int2e')
for _ in range(4):
    eri = np.tensordot(eri, orth, axes=(0, 0))
energy_check = np.sum(h_local * d) + mol.energy_nuc() \
    + 0.5 * np.einsum('prqs,pqrs->', eri, gamma)
assert abs(energy_check - energy) < 1e-7
spin_ci = spin_matrix(lower, mask, psi_ci)
bond_ci = mask @ d ** 2 @ mask.T
off_ci = bond_ci - np.diag(np.diag(bond_ci))
cum_ci = [cumulant_spin(d, gamma, mask, a) for a in A_VALUES]
shift = -3 / 8 * off_ci + np.diag(3 / 8 * off_ci.sum(axis=1))
# tolerance set by the residual of the iterative CI eigenvector
assert np.allclose(spin_ci - cum_ci[0], shift, atol=1e-6)
assert all(abs(c.sum()) < 1e-6 for c in cum_ci)
show("full CI bond order O-H", bond_ci[0, 1], '(dimensionless)')
show("full CI projector <S_O.S_H>", spin_ci[0, 1])
show("full CI projector <S_O^2>", spin_ci[0, 0])
for a, c in zip(A_VALUES, cum_ci):
    print(f"full CI cumulant a={a}: <S_O.S_H> = {c[0, 1]:.5f}, "
          f"<S_O^2> = {c[0, 0]:.5f} hbar^2")

# general unrestricted determinant, random orbitals, unequal spin numbers
rng = np.random.default_rng(4)
alpha = np.linalg.qr(rng.normal(size=(n, n)))[0][:, :5]
beta = np.linalg.qr(rng.normal(size=(n, n)))[0][:, :3]


def unrestricted_formula(alpha, beta, mask):
    da, db = alpha @ alpha.T, beta @ beta.T
    total, q = da + db, da - db
    m = mask @ np.diag(q)
    return np.diag(0.75 * mask @ np.diag(total)) + np.outer(m, m) / 4 \
        + mask @ (-3 / 8 * total ** 2 + q ** 2 / 8) @ mask.T


assert np.allclose(spin_matrix(lower, mask,
                               determinant_state(lower, alpha, beta)),
                   unrestricted_formula(alpha, beta, mask), atol=1e-9)

# ---------------- hydrogen molecule ----------------
lower2 = annihilators(4)


def two_site_laws(s):
    return [-3 / 8 * s * (1 + s), -(s + 2 * s * s) / 4, -3 / 4 * s * s]


print("H2, STO-3G; s = sin(2 chi); spin products in hbar^2")
for distance in (0.74, 1.5, 3.0):
    mol, mf, root, v, mask = prepare(f"H 0 0 0; H 0 0 {distance}")
    g = v[:, :1]
    rhf = spin_matrix(lower2, mask, determinant_state(lower2, g, g))
    assert abs(rhf[0, 1] + 3 / 8) < 1e-9
    _, ci = full_ci(mf)
    s = -2 * ci[0, 0] * ci[1, 1]
    psi = ci_state(ci, v, 1)
    exact = spin_matrix(lower2, mask, psi)
    cov = charge_covariance(lower2, mask, psi)[0, 1]
    d, gamma = density_matrices(lower2, psi)
    cums = [cumulant_spin(d, gamma, mask, a)[0, 1] for a in A_VALUES]
    assert abs(exact[0, 1] + 3 / 8 * (1 + s)) < 1e-7
    assert abs(cov + (1 - s) / 2) < 1e-7
    assert np.allclose(cums, two_site_laws(s), atol=1e-7)
    uhf = scf.UHF(mol)
    uhf.conv_tol = 1e-12
    uhf.kernel(dm0=np.array([np.diag([1.0, 0.0]), np.diag([0.0, 1.0])]))
    assert uhf.converged
    ua, ub = root @ uhf.mo_coeff[0][:, :1], root @ uhf.mo_coeff[1][:, :1]
    broken = spin_matrix(lower2, mask, determinant_state(lower2, ua, ub))
    assert np.allclose(broken, unrestricted_formula(ua, ub, mask), atol=1e-9)
    moment = mask[0] @ (ua[:, 0] ** 2 - ub[:, 0] ** 2)
    print(f"R = {distance} angstrom: s = {s:.5f}, "
          f"full CI charge covariance = {cov:.5f} electrons^2")
    print(f"  projector <S_A.S_B>: RHF {rhf[0, 1]:.5f}, "
          f"full CI {exact[0, 1]:.5f}, UHF {broken[0, 1]:.5f}")
    print("  full CI cumulant <S_A.S_B>, a=3/8, 1/2, 3/4: "
          + ", ".join(f"{c:.5f}" for c in cums))
    print(f"  UHF: M_A = {abs(moment):.5f} electrons, "
          f"total <S^2> = {broken.sum():.5f} hbar^2")

# two-site singlets with negative s, where the cumulant forms can mislead
for s in (-0.5, -1.0):
    chi = 0.5 * np.arcsin(s)
    psi = ci_state(np.diag([np.cos(chi), -np.sin(chi)]), v, 1)
    direct = spin_matrix(lower2, mask, psi)[0, 0]
    d, gamma = density_matrices(lower2, psi)
    cums = [cumulant_spin(d, gamma, mask, a)[0, 0] for a in A_VALUES]
    assert abs(direct - 3 / 8 * (1 + s)) < 1e-9
    assert np.allclose(cums, -np.array(two_site_laws(s)), atol=1e-9)
    print(f"two-site singlet s = {s}: projector <S_A^2> = "
          f"{abs(direct):.5f}; cumulant a=3/8, 1/2, 3/4: "
          + ", ".join(f"{round(c, 5) + 0.0:.5f}" for c in cums) + " hbar^2")
    if s == -0.5:
        assert cums[0] < 0
    else:
        assert abs(direct) < 1e-9 and abs(cums[2] - 0.75) < 1e-9


# ---------------- can a fixed operator vanish on all closed shells? --------
def closed_shell(w):
    """Both electrons in orbital w, over the singlets (aa, bb, covalent)."""
    w = w / np.linalg.norm(w)
    return np.array([w[0] ** 2, w[1] ** 2, np.sqrt(2) * w[0] * w[1]])


real_states = [closed_shell(rng.normal(size=2)) for _ in range(60)]
complex_states = [closed_shell(rng.normal(size=2) + 1j * rng.normal(size=2))
                  for _ in range(60)]
upper = np.triu_indices(3)
rank_real = np.linalg.matrix_rank(
    np.array([np.outer(c, c)[upper] for c in real_states]), tol=1e-9)
rows = [np.outer(c, c.conj()).ravel() for c in complex_states]
rank_complex = np.linalg.matrix_rank(
    np.array([np.concatenate([r.real, r.imag]) for r in rows]), tol=1e-9)
assert rank_complex == 9 and rank_real == 5
escape = np.array([[0, -1, 0], [-1, 0, 0], [0, 0, 1.0]])
assert max(abs(c @ escape @ c) for c in real_states) < 1e-12
assert max(abs(np.vdot(c, escape @ c)) for c in complex_states) > 0.1
assert np.linalg.eigvalsh(escape)[0] < -0.5
print(f"independent conditions on a Hermitian two-site operator: "
      f"{rank_complex} of 9 (complex orbitals)")
print(f"independent conditions on a real symmetric operator: "
      f"{rank_real} of 6 (real orbitals)")

# ---------------- nitrogen molecule: sum over all configurations ----------
r_nn = 1.10
for basis in ('sto-3g', '6-31g'):
    mol, mf, root, v, mask = prepare(f"N 0 0 0; N 0 0 {r_nn}", basis)
    n_pairs = mol.nelectron // 2
    configs = np.array(list(combinations(range(mol.nao), n_pairs)))
    probability = np.linalg.det(v[:, :n_pairs][configs]) ** 2
    assert abs(probability.sum() - 1) < 1e-9
    n_a = mask[0][configs].sum(axis=1)
    n_b = n_pairs - n_a
    # alpha and beta electrons are independent with equal distributions
    mean_a, mean_b = probability @ n_a, probability @ n_b
    sz_sz = (2 * probability @ (n_a * n_b) - 2 * mean_a * mean_b) / 4
    d = 2 * v[:, :n_pairs] @ v[:, :n_pairs].T
    order = mask[0] @ d ** 2 @ mask[1]
    assert abs(3 * sz_sz + 3 / 8 * order) < 1e-8
    if basis == 'sto-3g':
        assert abs(order - 3) < 1e-8
    print(f"N2 RHF {basis}, R = {r_nn:.2f} angstrom: bond order {order:.5f}, "
          f"<S_A.S_B> = {3 * sz_sz:.5f} hbar^2")

print("every check passed")
```

Running it gives:

```
water, STO-3G, r(OH) = 0.96 angstrom, angle = 104.5 degrees
RHF bond order O-H: 0.98346 (dimensionless)
RHF bond order H-H: 0.00069 (dimensionless)
RHF projector <S_O.S_H>: -0.36880 hbar^2
RHF projector <S_H.S_H'>: -0.00026 hbar^2
RHF projector <S_O^2>: 0.73759 hbar^2
RHF projector <S_H^2>: 0.36905 hbar^2
RHF sum over all atom pairs: 0.00000 hbar^2
RHF charge covariance O,H: -0.49173 electrons^2
RHF largest cumulant local spin, all a: below 1e-9 hbar^2 is True
Mayer bond order O-H: 0.95452 (dimensionless)
Mulliken-projector <S_O.S_H>: -0.35795 hbar^2
overlapping weights (0.8 own, 0.1 others) <S_O.S_H>: -0.18071 hbar^2
  of which one-electron term: 0.55411 hbar^2
full CI bond order O-H: 0.93732 (dimensionless)
full CI projector <S_O.S_H>: -0.45066 hbar^2
full CI projector <S_O^2>: 0.90131 hbar^2
full CI cumulant a=0.375: <S_O.S_H> = -0.09916, <S_O^2> = 0.19832 hbar^2
full CI cumulant a=0.5: <S_O.S_H> = -0.07310, <S_O^2> = 0.14619 hbar^2
full CI cumulant a=0.75: <S_O.S_H> = -0.02097, <S_O^2> = 0.04193 hbar^2
H2, STO-3G; s = sin(2 chi); spin products in hbar^2
R = 0.74 angstrom: s = 0.22366, full CI charge covariance = -0.38817 electrons^2
  projector <S_A.S_B>: RHF -0.37500, full CI -0.45887, UHF -0.37500
  full CI cumulant <S_A.S_B>, a=3/8, 1/2, 3/4: -0.10263, -0.08093, -0.03752
  UHF: M_A = 0.00000 electrons, total <S^2> = 0.00000 hbar^2
R = 1.5 angstrom: s = 0.66440, full CI charge covariance = -0.16780 electrons^2
  projector <S_A.S_B>: RHF -0.37500, full CI -0.62415, UHF -0.28814
  full CI cumulant <S_A.S_B>, a=3/8, 1/2, 3/4: -0.41469, -0.38681, -0.33107
  UHF: M_A = 0.83360 electrons, total <S^2> = 0.69489 hbar^2
R = 3.0 angstrom: s = 0.99719, full CI charge covariance = -0.00140 electrons^2
  projector <S_A.S_B>: RHF -0.37500, full CI -0.74895, UHF -0.25018
  full CI cumulant <S_A.S_B>, a=3/8, 1/2, 3/4: -0.74684, -0.74649, -0.74579
  UHF: M_A = 0.99930 electrons, total <S^2> = 0.99859 hbar^2
two-site singlet s = -0.5: projector <S_A^2> = 0.18750; cumulant a=3/8, 1/2, 3/4: -0.09375, 0.00000, 0.18750 hbar^2
two-site singlet s = -1.0: projector <S_A^2> = 0.00000; cumulant a=3/8, 1/2, 3/4: 0.00000, 0.25000, 0.75000 hbar^2
independent conditions on a Hermitian two-site operator: 9 of 9 (complex orbitals)
independent conditions on a real symmetric operator: 5 of 6 (real orbitals)
N2 RHF sto-3g, R = 1.10 angstrom: bond order 3.00000, <S_A.S_B> = -1.12500 hbar^2
N2 RHF 6-31g, R = 1.10 angstrom: bond order 3.52254, <S_A.S_B> = -1.32095 hbar^2
every check passed
```
